\section*{Finite-size roughness analysis of neighbour-dependent solid-on-solid silicon oxidation}

\section{Result and model}

Let $h_i$ be the number of silicon layers oxidized in column $i$ of a ring of $L$ columns. A column with $n=0,1,2$ higher neighbours advances by one layer at the rate
\begin{equation}
k_n=k_0+\frac n2(k_2-k_0),\qquad k_2>k_0>0 .
\end{equation}
The observable is the spatial variance $W^2=L^{-1}\sum_i(h_i-\bar h)^2$, averaged over runs, in layers squared. Its saturated value is
\begin{equation}
W^2_{\rm sat}=\frac{\sigma_L^2(L+1)}{12},\qquad
\sigma_L^2\to\sigma^2=\frac{2\lambda}{(1-\lambda)^2},\qquad
\lambda=\sqrt{k_0/k_2},
\label{result}
\end{equation}
where $\sigma_L^2$ is the slope variance on the ring and the arrow means $L\to\infty$. Hence $W_{\rm sat}\sim L^\alpha$ with $\alpha=1/2$. For small tilt the growth speed changes quadratically with the tilt, which places the model in the Kardar--Parisi--Zhang (KPZ) class, with $W\sim t^\beta$, $\beta=1/3$, between an initial transient and saturation, and a saturation time $\sim L^z$, $z=3/2$. If $k_2=k_0$, then $W^2=k_0t(1-1/L)$ from a flat start, and nothing saturates.

With $\alpha$ held at its exact value $1/2$, a finite-size collapse of the simulations below clearly prefers $z=3/2$ to $z=2$. The automatic search for the best exponents, however, stopped away from the minimum, so its output is not a measurement of $z$.

\section{The stationary surface}

Define slopes $s_i=h_{i+1}-h_i$. The right neighbour of column $i$ is higher if $s_i>0$, the left one if $-s_{i-1}>0$. The rate is therefore a sum,
\begin{equation}
r_i=f(s_i)+f(-s_{i-1}),\qquad
f(s)=\begin{cases}k_2/2,&s>0,\\ k_0/2,&s\le0.\end{cases}
\end{equation}
Put $\kappa=\sqrt{k_0k_2}/2$, so that $k_2/2=\kappa/\lambda$ and $k_0/2=\kappa\lambda$. With $w(s)=\lambda^{|s|}$, checking $s>0$ and $s\le0$ separately gives
\begin{equation}
w(s)f(s)=\kappa\,w(s-1),\qquad w(s)f(-s)=\kappa\,w(s+1),
\label{shift}
\end{equation}
the second relation being the first with $s\to-s$.

Claim: $\prod_iw(s_i)$, restricted to $\sum_is_i=0$, is stationary. Growth of column $i$ raises $s_{i-1}$ by one and lowers $s_i$ by one. Write $a=s_{i-1}$ and $b=s_i$ for the slopes after the event. Before it they were $a-1$ and $b+1$, so the inflow is
\begin{align}
&w(a-1)w(b+1)\,[f(b+1)+f(1-a)]\nonumber\\
&\quad=\kappa\,w(a-1)w(b)+\kappa\,w(a)w(b+1)\nonumber\\
&\quad=w(a)w(b)\,[f(a)+f(-b)].
\end{align}
Both steps use \eqref{shift}. Divided by the weight of the final state, the total inflow is $\sum_i[f(s_{i-1})+f(-s_i)]$. The outflow is $\sum_i[f(s_i)+f(-s_{i-1})]$. On a ring a shift of the index makes these sums equal, which proves the claim. Because $k_0>0$, every slope configuration can be reached from every other, so this normalizable state is the unique stationary one.

For free slopes the normalization is $\sum_s\lambda^{|s|}=(1+\lambda)/(1-\lambda)$, and $\sum_ss^2\lambda^{|s|}=2\lambda(1+\lambda)/(1-\lambda)^3$. Their ratio is $\sigma^2$ in \eqref{result}.

On the ring the slopes are exchangeable. Let $c$ be the covariance of two different slopes. Zero total slope requires $L\sigma_L^2+L(L-1)c=0$, so $c=-\sigma_L^2/(L-1)$. For columns a distance $d$ apart,
\begin{equation}
\langle(h_{i+d}-h_i)^2\rangle=d\sigma_L^2+d(d-1)c
=\sigma_L^2\frac{d(L-d)}{L-1}.
\end{equation}
A variance is half the mean squared difference over all pairs, and $\sum_{d=0}^{L-1}d(L-d)=L(L^2-1)/6$. Thus
\begin{equation}
W_{\rm sat}^2=\frac1{2L}\sum_{d=0}^{L-1}\sigma_L^2\frac{d(L-d)}{L-1}
=\frac{\sigma_L^2(L+1)}{12}.
\end{equation}

To evaluate $\sigma_L^2$, use the characteristic function of one free slope,
\begin{equation}
\varphi(q)=\frac{(1-\lambda)^2}{1-2\lambda\cos q+\lambda^2}.
\end{equation}
The probability that $L$ free slopes add to $N$ is $P_L(N)=\int_{-\pi}^{\pi}\varphi^L\cos(qN)\,dq/2\pi$. A factor $s^2$ becomes $-\varphi''$, and one integration by parts over the full period gives
\begin{equation}
\sigma_L^2=-\frac{\int\varphi''\varphi^{L-1}dq}{\int\varphi^Ldq}
=(L-1)\frac{\int(\varphi')^2\varphi^{L-2}dq}{\int\varphi^Ldq}.
\end{equation}

All simulations use $k_2/k_0=16$ unless stated, hence $\lambda=0.25$ and $\sigma^2=0.889$. As an independent test, the master equation for three columns was solved as a linear system, with height differences cut off at 12 layers. It gives $W^2=0.090089$, equal to the formula in all printed digits. Replacing $k_1$ by $\sqrt{k_0k_2}$ changes this to $0.143478$: the product state relies on the additive rule.

\section{Why the growth is of KPZ type}

Let the total slope be $N$. By \eqref{shift}, averaging $f(s_i)$ shifts the constraint to $N-1$, and averaging $f(-s_{i-1})$ shifts it to $N+1$. The speed is
\begin{equation}
v_L(N)=\kappa\,\frac{P_L(N-1)+P_L(N+1)}{P_L(N)} .
\label{speed}
\end{equation}
For large $L$ at mean slope $u=N/L$, the slopes have weight $\lambda^{|s|}e^{\theta s}$, where $\theta$ is fixed by $u$. The two probability ratios tend to $e^{\theta}$ and $e^{-\theta}$, so $v=2\kappa\cosh\theta$. At $u=0$ one has $dv/d\theta=0$, $d^2v/d\theta^2=2\kappa$ and $du/d\theta=\sigma^2$. Therefore
\begin{equation}
\Lambda\equiv\left.\frac{d^2v}{du^2}\right|_{0}=\frac{2\kappa}{\sigma^4}
=\frac{\sqrt{k_0k_2}}{\sigma^4}\ne0 .
\end{equation}
For the present rates this is $0.3164\,k_2$. A finite difference of \eqref{speed} with $L=4000$ and $N=0,\pm200$ gives $0.3157\,k_2$. The three-column master equation confirms \eqref{speed} itself: the speed is $0.158879\,k_2$ at $N=0$ and $0.316101\,k_2$ at $N=2$, as the formula gives.

The corresponding long-wave equation contains $(\Lambda/2)(\partial_xh)^2$. Its tilt symmetry keeps $\Lambda$ unchanged under rescaling. Comparing the powers of length in $\partial_th$ and $(\partial_xh)^2$ then gives $\alpha-z=2\alpha-2$. With $\alpha=1/2$ this yields $z=3/2$ and $\beta=\alpha/z=1/3$. That the discrete model follows this equation at long times is taken here from KPZ universality, not proved.

Universality also fixes an amplitude. The stationary height difference has variance $\sigma^2|x|$ at separation $x\ll L$, and the KPZ rate is
\begin{equation}
\Gamma=\frac{\Lambda\sigma^4}{2}=\kappa=\frac{\sqrt{k_0k_2}}2=0.125\,k_2 .
\end{equation}
From a flat start the growing part of the height variance is $c(\Gamma t)^{2/3}$. Here $c=2^{-4/3}V$, and $V$ is the variance of the Tracy--Widom distribution for the Gaussian orthogonal ensemble. Its distribution function is the determinant of $1-\mathrm{Ai}(x+y+s)$ on $x,y>0$; Gauss--Legendre quadrature gives $V\simeq1.61$ and $c\simeq0.64$.

\section{Algorithm and clock}

One growth attempt has three operations.
\begin{enumerate}
\item Draw $U$ uniformly on $[0,1)$. The integer part of $LU$ selects the column; its fractional part $R$ is uniform and independent of that choice.
\item Count the higher neighbours $n$ from the current heights.
\item Add one layer if $R<k_n/k_2$.
\end{enumerate}
Column $i$ grows in one attempt with probability $k_n/(Lk_2)$. Thus $L$ attempts represent a time $1/k_2$. In continuous time the number of attempts would be Poisson distributed; here it is fixed at $Lk_2t$. The stationary state is the same, because each attempt applies the same rates divided by a constant.

The uncorrelated limit shows what the fixed number does. Let all acceptance probabilities equal $p$ and make $M$ attempts. Then $h_i$ is binomial with success probability $p/L$, while $L\bar h$ is binomial with probability $p$. Since all columns have the same mean,
\begin{align}
W^2&={\rm Var}(h_i)-{\rm Var}(\bar h)\nonumber\\
&=\frac{Mp}{L}\left(1-\frac pL\right)-\frac{Mp(1-p)}{L^2}
=\frac{Mp}{L}\left(1-\frac1L\right).
\label{free}
\end{align}
This is the Poisson result with mean thickness $H=Mp/L$: the fixed clock leaves $W^2$ unbiased in this limit. With $p=1/2$, $H=40$ and 400 runs, the simulation gives $38.1\pm0.5$ for $L=32$ (formula 38.75) and $40.0\pm0.3$ for $L=128$ (formula 39.69). The growth exponents between $H=10$ and $H=40$ are 0.492 and 0.501. Two sizes with the same growth and no plateau leave no finite $z$ to extract.

The limit is approached slowly. For $k_2/k_0=1+\epsilon$ with small $\epsilon$, $\lambda\simeq1-\epsilon/2$ and $\sigma^2\simeq8/\epsilon^2$. Even if $W^2$ kept its uncorrelated growth, it would reach the plateau $\sigma^2L/12$ only at $H\simeq2L/(3\epsilon^2)$. A short run cannot distinguish weak coupling from none by looking for saturation.

The opposite limit, $k_0/k_2\to0$ at fixed $L$, gives $P_L(\pm1)/P_L(0)\simeq L\lambda$. Equation \eqref{speed} then becomes $v_L\simeq2\kappa L\lambda=Lk_0$: one nucleation event anywhere on the ring is followed by rapid completion of the layer.

\section{Transients, seeds and sampling error}

Successive values of $W^2$ in one run are correlated. The error is therefore found by averaging each run over its time window first, then dividing the standard deviation between runs by the square root of their number. Times were recorded up to $k_2t=6L^{3/2}$, and those below $3L^{3/2}$ were discarded. With 400 runs per size the plateaus are
\begin{center}
\begin{tabular}{ccc}
$L$ & simulated $W^2$ & exact $W^2_{\rm sat}$\\
8 & $0.446\pm0.008$ & 0.446\\
16 & $1.040\pm0.016$ & 1.036\\
32 & $2.217\pm0.029$ & 2.219
\end{tabular}
\end{center}
For $L=32$, averaging over $k_2t<L^{3/2}$ instead gives $1.885\pm0.037$, which is 15\% below the exact plateau. Starting from the tent $h_i=2|i-16|$, with $W^2=86$, and discarding the same initial interval gives $2.20\pm0.05$ from 200 runs. Agreement from both sides is stronger evidence of equilibration than a curve that merely looks level.

The runs were divided among four seeds in three generator families (PCG64 twice, MT19937 and Philox). Their $L=32$ plateaus are 2.276, 2.276, 2.139 and 2.177. A chi-square test of a common mean gives $p=0.20$, so the spread is compatible with sampling noise. Repeating a short run with the same seeds reproduced it identically; changing the seeds changed it.

A correct plateau does not guarantee an asymptotic exponent. Between $L=8$ and $L=32$, the simulated and exact effective values of $\alpha$ are both 0.579. The excess over $1/2$ comes from $\sigma_L^2=12W^2_{\rm sat}/(L+1)$, which rises from 0.595 to 0.807 on its way to 0.889. Between $L=1024$ and $4096$ the exact formula gives 0.5005.

\section{Finite-size collapse and a failed search}

The collapse tests the form
\begin{equation}
W^2(L,t)=L^{2\alpha}g(t/L^z).
\end{equation}
For each size, plot $\ln W^2-2\alpha\ln L$ against $\ln t-z\ln L$. Interpolate each curve linearly at the points of the others, within their overlap, and let $D(\alpha,z)$ be the root-mean-square difference. The data have $L=32,64,128$, with 800, 600 and 320 runs, at 32 logarithmically spaced times up to $k_2t=0.8L^{3/2}$. Times with $H\le2$ layers were removed.

A Nelder--Mead simplex search started at $(0.42,1.35)$ stopped at $(0.458,1.336)$. Evaluating $D$ at reference points shows that this is not the minimum:
\begin{center}
\begin{tabular}{lcc}
point & $(\alpha,z)$ & $D$\\
search result & $(0.458,1.336)$ & 0.052\\
KPZ & $(1/2,3/2)$ & 0.042\\
linear theory & $(1/2,2)$ & 0.188
\end{tabular}
\end{center}
The KPZ pair has the smaller $D$ in this sample, which is enough to show that the search missed the minimum. The difference of 0.01 is not a ranking of the two pairs, because $D$ can change by about 0.02 between independent sets of runs of this size. The data do favour both over the pair $(1/2,2)$, which describes a surface smoothed by linear relaxation ($\Lambda=0$). Part of the large gap to the linear pair comes from holding $\alpha$ at its exact value $1/2$. Before saturation a larger $z$ can be partly compensated by a larger $\alpha$: at $z=2$, raising $\alpha$ to about 0.57 lowers $D$ to roughly 0.08, still above the returned pair. The remaining 0.042 is a mismatch of about 4\% in $W^2$. Sampling noise and corrections to scaling can both contribute, and these data do not separate them. The corrections are not negligible: at $L=32$ the exact $W^2_{\rm sat}/L=0.0693$ is 6\% below its limit $\sigma^2/12=0.0741$.

The separate seeds expose the same fault. Their searches returned $z=1.336$, 1.336, 1.336 and 1.172. Independent noisy data should not give three identical fitted values. The function $D$ jumps whenever a data point enters or leaves an overlap, and the likely cause, not tested separately, is that the simplex was trapped by such a jump. The seed scatter, formally $\pm0.04$ in $z$, then describes the search and is not a statistical error. Keeping the first layers moved the returned point to $(0.410,0.985)$, but the same search produced it, so this shift does not measure the transient's effect on the exponents.

A sound extraction first maps $D$ on a grid of $(\alpha,z)$, refines from several starts, and rejects any result with a larger $D$ than a known reference point. Only then should the fit be repeated on resampled runs and with different transient cuts.

Growth before saturation gives separate evidence. For $L=256$ and 160 runs, the height variance, including the run-to-run variance of $\bar h$, is 1.863 at $k_2t=30$ and 7.009 at $k_2t=240$. Hence
\begin{equation}
\beta_{\rm eff}=\frac{\ln(7.009/1.863)}{2\ln8}=0.319 .
\end{equation}
With the exact $\alpha=1/2$, the relation $z=\alpha/\beta$ gives an effective $z=1.57$, about 5\% above $3/2$. No sampling error was computed for this value, so the 5\% is not an established deviation. A difference of variances removes any constant offset. It is 5.15, against the KPZ value
\begin{equation}
c\left[(30)^{2/3}-(3.75)^{2/3}\right]=4.6 .
\end{equation}
The simulation is about 12\% higher. Sampling noise and slow corrections to scaling can both contribute; these data do not separate them.

\section{Six layers on Si(001)}

Consider dry oxidation of Si(001) near 1000 K and 760 Torr, with rough parameters: $k_2=0.010\ \mathrm{s^{-1}}$, 0.136 nm of silicon consumed and 0.30 nm of oxide formed per layer. For equal prefactors, the rate ratio 16 corresponds to a barrier difference $k_BT\ln16=0.239$ eV. The steady oxide growth rate is
\begin{equation}
0.25\times0.010\times0.30\times3600=2.7\ \mathrm{nm/h}.
\end{equation}
Six layers make $6\times0.30=1.8$ nm of oxide. The $L=256$ simulation reaches them after 46 min; at the steady speed they would take 40 min. A flat surface starts at the slow rate $k_0$ and approaches the steady speed only gradually. This slow start belongs to the model: real dry oxidation is fastest in its first nanometres. The times are only illustrative: 2.7 nm/h is several times the rate that the linear-parabolic law gives for thicker dry oxide near this temperature, so the chosen $k_2$ can at best represent the first layers. At six layers the simulation gives $W^2=1.716$, and the rms interface roughness is
\begin{equation}
\sqrt{1.716}\times0.136=0.178\ \mathrm{nm}.
\end{equation}
Uncorrelated growth would give $\sqrt6\times0.136=0.333$ nm. With $k_2/k_0=1.1$ the result is 0.319 nm, still near that limit. Between three and six layers the local $\beta$, taken against time, is 0.305; the time grows by a factor of only about 1.86, and against thickness the exponent is about 0.275. So short a range cannot establish an asymptotic power law.

A real interface has two lateral dimensions, and this is the largest omission among those simulated. On a $32\times32$ lattice, with the rate rising linearly from $k_0$ to $k_2$ over four neighbours, the roughness at six layers falls to 0.129 nm, or by 28\%. The one-dimensional exponents are therefore not predictions for a wafer. At the same thickness, $k_0$ and $k_2$ in one dimension, equal barrier reductions per neighbour ($k_1=\sqrt{k_0k_2}$) give 0.191 nm. Slowing each column by $\exp(-x_i/7\,\mathrm{nm})$, where $x_i$ is its own oxide thickness, gives 0.158 nm. Measured roughness of good thermal interfaces is, roughly, a few tenths of a nanometre or less, so the model value has a reasonable size; that agreement does not validate the rates.

A slowing factor common to all columns only redefines time. It changes $H(t)$ and $W^2(t)$ together and leaves $W^2$ as a function of $H$ unchanged. Oxidant diffusion is small here: in the linear-parabolic law $dx/dt=B/(A+2x)$ its share of the resistance is $(2x/B)\,dx/dt$. With a rough $B=500\ \mathrm{nm^2/h}$ this is $2\times1.8\times2.7/500=1.9\%$.

Substrate steps set another length. In the large-$L$ approximation $W^2_{\rm sat}\simeq\sigma^2L/12$, the ring whose plateau equals the present $W^2$ has about $12W^2/\sigma^2=23$ columns, or 8.9 nm at 0.384 nm per column; the exact plateau formula gives about 25 columns. This is a ring size, not the distance over which heights are correlated. That distance is shorter. For a rough scale, suppose that nearby slopes were already stationary and independent. The height difference at separation $d$ would then have variance $\sigma^2d$, which reaches the uncorrelated value $2W^2$ at $d\simeq2W^2/\sigma^2=3.9$ columns, or 1.5 nm. After six layers from a flat start the slopes are still smaller than in the stationary state, so heights remain partly correlated over several more columns. A miscut of $0.1^\circ$ gives terraces of $0.136/\tan0.1^\circ=78$ nm, well above both lengths. The simulations reported here start without such steps, so they do not show at what miscut the steps begin to affect the roughness.
